# Kubo and Landauer-Büttiker conductances of a region with leads, part 1

(Sections cited here and not found follow in the second part.)

## From the volume response to lead surfaces

**Q.** The Kubo formula needs the electric field at every point of a conductor. The Landauer-Büttiker formula needs transmission probabilities and no field at all. Before I ask whether they agree, what system are you describing?

**A.** A finite region joined to straight, semi-infinite leads, labelled \(m,n\). Electrons move independently with

\[
H=\tfrac12\boldsymbol\pi^2+V(\mathbf r),\qquad \boldsymbol\pi=\mathbf p+\mathbf A ,
\]

in atomic units, with electron charge \(-1\). A magnetic field may be present in the region, but the leads are field-free. I treat one spin, leave out its own coupling to the magnetic field, and restore the factor of two at the end.

The perturbation is a potential energy \(U(\mathbf r)e^{\eta t}\), switched on from the distant past and read at \(t=0\). Deep in lead \(n\) it is a constant \(U_n\). The leads are made infinite first, and then \(\eta\to0\). Here \(U\) is a prescribed change of the static one-electron potential. It may include a mean-field rearrangement confined to a bounded volume, but a self-consistent shift of the potential all along a narrow lead is not treated. Inelastic scattering and dynamical interaction corrections are left out.

**Q.** What is the voltage in that description? A potential step and a difference of chemical potentials are not the same thing.

**A.** Before the switching, all leads have the same Fermi distribution \(f(E)\). Raising the potential uniformly deep in lead \(n\) raises every electron energy there by \(U_n\) and leaves the occupation of the states moving toward the region unchanged. The electrochemical potential of these incoming electrons therefore rises by \(U_n\), and this defines the voltage of the lead. The total density in the lead stays unchanged only until the disturbance from the region arrives. In the steady state the outgoing electrons come partly from other leads, and the density differs at every fixed depth. In the grid model below, with lead 1 raised, the change per cell is about \(-1.78\,U_1/(2\pi\times0.038)\approx-7.4\,U_1\), where \(1.78=N_1-T_{11}\) and 0.038 is the mean channel speed. Since the charge is \(-1\), its voltage is \(V_n=-U_n\).

Let \(J_m\) be the particle current from lead \(m\) into the region. The charge current is \(I_m=-\langle J_m\rangle\), so the two signs cancel:

\[
\langle J_m\rangle=\sum_nG_{mn}U_n
\quad\Longleftrightarrow\quad
I_m=\sum_nG_{mn}V_n .
\]

The quantity to be found is \(G_{mn}\).

**Q.** How does a field spread over a volume enter an operator for current through a surface?

**A.** Through the continuity equation. Take a function of position \(u(\mathbf r)\). Since \([\pi_i,u]=-i\partial_iu\),

\[
\begin{aligned}
i[H,u]&=\frac i2\sum_i\bigl(\pi_i[\pi_i,u]+[\pi_i,u]\pi_i\bigr)\\
&=\frac12\bigl(\boldsymbol\pi\cdot\nabla u+\nabla u\cdot\boldsymbol\pi\bigr)
=\int d\mathbf r\,\mathbf j(\mathbf r)\cdot\nabla u(\mathbf r).
\end{aligned}
\]

The last form defines the particle-current density operator \(\mathbf j(\mathbf r)\), which is half the anticommutator of \(\boldsymbol\pi\) with the density operator at \(\mathbf r\).

Let \(\theta_m\) be 1 in lead \(m\) beyond a cross-section \(S_m\), and 0 elsewhere. With \(\boldsymbol\nu_m\) the normal pointing into the region, \(\nabla\theta_m=-\boldsymbol\nu_m\delta_{S_m}\). Hence

\[
J_m=-i[H,\theta_m]=\int_{S_m}dS\,\boldsymbol\nu_m\cdot\mathbf j .
\]

A smoother profile \(u_m\), equal to 1 far in lead \(m\) and 0 far in the others, gives \(-i[H,u_m]\). This is a weighted average of the current over a volume.

**Q.** Does this survive on a grid, where gradients do not exist?

**A.** Yes. Let \(H_{ij}\) be the hopping matrix element between sites. Then

\[
i[H,u]=\sum_{\text{bonds}}(u_j-u_i)\,j_{i\to j},\qquad
j_{i\to j}=i\bigl(H_{ij}|i\rangle\langle j|-H_{ji}|j\rangle\langle i|\bigr).
\]

This follows by collecting the two terms of \(i\sum_{ij}H_{ij}(u_j-u_i)|i\rangle\langle j|\) that belong to one bond. A volume integral becomes a sum over bonds, and a surface becomes a set of cut bonds.

**Q.** Now derive the response. I want to see where the small imaginary part comes from.

**A.** The unperturbed density matrix is \(f(H)\). To first order,

\[
\frac{d}{dt}\bigl(\delta\rho\,e^{\eta t}\bigr)
=-i[H,\delta\rho]e^{\eta t}-i[U,f(H)]e^{\eta t}.
\]

Take matrix elements between eigenstates \(a,b\) of \(H\), and write \(\Delta=E_a-E_b\), \(f_a=f(E_a)\). Then

\[
(\eta+i\Delta)\,\delta\rho_{ab}=iU_{ab}(f_a-f_b),
\qquad
\delta\rho_{ab}=\frac{U_{ab}(f_a-f_b)}{\Delta-i\eta}.
\]

The second form uses \(\eta+i\Delta=i(\Delta-i\eta)\). Sums over \(a,b\) include integrals over the continuum.

**Q.** Where is the diamagnetic term of the usual Kubo formula?

**A.** It arises when the field is represented by a change of vector potential, because the current operator then changes too. Here the driving field is represented by a scalar potential. The static \(\mathbf A\) is already contained in \(\mathbf j\), and \(\mathbf j\) does not change with \(U\).

**Q.** You have a response to \(U\), but a conductivity should multiply the electric field.

**A.** The electric field is \(\nabla U\), because the electrostatic potential is \(-U\). The identity above gives

\[
i\Delta\,U_{ab}=\int d\mathbf r'\,\mathbf j(\mathbf r')_{ab}\cdot\nabla'U .
\]

So \(U_{ab}\) is \(-i/\Delta\) times the integral. Its factor \(f_a-f_b\) vanishes linearly with \(\Delta\), which keeps the product regular. The particle current becomes

\[
\langle j_i(\mathbf r)\rangle
=-\sum_j\int d\mathbf r'\,\sigma_{ij}(\mathbf r,\mathbf r')\,\partial'_jU(\mathbf r'),
\]

\[
\sigma_{ij}(\mathbf r,\mathbf r')
=i\sum_{ab}\frac{f_a-f_b}{\Delta(\Delta-i\eta)}\,
j_i(\mathbf r)_{ba}\,j_j(\mathbf r')_{ab}.
\]

The minus sign in the first line is the electron charge: the charge current is \(-\mathbf j\), and it equals \(+\sigma\) acting on the field.

Now choose \(U=\sum_nU_nu_n\). Since \(-i[H,u_m]=-\int\mathbf j\cdot\nabla u_m\), the two minus signs cancel and

\[
G_{mn}=\iint d\mathbf r\,d\mathbf r'\;
\nabla u_m(\mathbf r)\cdot\sigma(\mathbf r,\mathbf r')\cdot\nabla'u_n(\mathbf r').
\]

**Q.** The Kubo-Greenwood formula has two energy delta functions. Your expression has none.

**A.** One part of it does. As \(\eta\to0\),

\[
\frac1{\Delta-i\eta}=\mathcal P\frac1\Delta+i\pi\delta(\Delta),
\]

where \(\mathcal P\) denotes the principal value. In the delta term, \((f_a-f_b)/\Delta\) becomes \(f'(E_a)\), and \(i\cdot i\pi=-\pi\). This gives

\[
\sigma^{\rm KG}_{ij}(\mathbf r,\mathbf r')
=\pi\int dE\,(-f')\,
{\rm Tr}\bigl[j_i(\mathbf r)\delta(E-H)j_j(\mathbf r')\delta(E-H)\bigr],
\]

which is the Kubo-Greenwood conductivity. The remaining part is

\[
\sigma^{\rm P}_{ij}(\mathbf r,\mathbf r')
=i\sum_{ab}\frac{f_a-f_b}{\Delta}\,\mathcal P\frac1\Delta\;
j_i(\mathbf r)_{ba}\,j_j(\mathbf r')_{ab}.
\]

**Q.** May the second part be dropped?

**A.** Not in general. Exchange the two current operators and rename \(a\leftrightarrow b\). The trace in \(\sigma^{\rm KG}\) is unchanged. In \(\sigma^{\rm P}\), the factor \((f_a-f_b)/\Delta\) is even under the renaming while \(1/\Delta\) is odd. So \(\sigma^{\rm KG}\) is symmetric under the exchange \((i,\mathbf r)\leftrightarrow(j,\mathbf r')\), and \(\sigma^{\rm P}\) is antisymmetric.

Without a magnetic field the eigenfunctions can be chosen real. Then \(\mathbf j_{ba}=-\mathbf j_{ab}\), and the product of two current elements is even under \(a\leftrightarrow b\). Multiplied by an odd weight, it sums to zero. The antisymmetric part therefore vanishes for this spinless Hamiltonian at zero field. With a field, I keep it.

**Q.** The profiles \(u_n\) still look like a free choice. A real potential drop has a definite shape inside the sample. Why should it not matter?

**A.** Add to \(U\) a function \(\chi(\mathbf r)\) that vanishes outside a bounded volume. The current through profile \(u_m\) changes by

\[
\delta\langle J_m\rangle
=\sum_{ab}(J_m)_{ba}\,\chi_{ab}\frac{f_a-f_b}{\Delta-i\eta},
\qquad J_m=-i[H,u_m].
\]

Both operators are local, so their continuum matrix elements are regular at \(\Delta=0\). The delta part is multiplied by \(f_a-f_b=0\) and disappears. What remains is the regular quotient \((f_a-f_b)/\Delta\).

From the commutator, \((J_m)_{ba}=-i(E_b-E_a)(u_m)_{ba}=i\Delta(u_m)_{ba}\). Therefore

\[
\begin{aligned}
\delta\langle J_m\rangle
&=i\sum_{ab}(u_m)_{ba}\,\chi_{ab}(f_a-f_b)\\
&=i\,{\rm Tr}\bigl(u_mf\chi-u_m\chi f\bigr)
=i\,{\rm Tr}\bigl(f[\chi,u_m]\bigr)=0 .
\end{aligned}
\]

Two functions of position commute. Cyclic rearrangement is allowed because \(\chi\) confines the trace to a bounded volume and \(f\) suppresses high energies.

**Q.** You divided by \(\Delta\). The function \(u_m\) extends to infinity, so \((u_m)_{ba}\) may be singular there.

**A.** It is singular. The equation \(i\Delta(u_m)_{ba}=(J_m)_{ba}\) fixes it only up to a multiple of \(\delta(\Delta)\), besides the \(1/\Delta\) part. In the present expression that ambiguity multiplies \(f_a-f_b\), which is zero at \(\Delta=0\), and a regular \(\chi_{ab}\). So it cannot contribute here. When both functions extend to infinity, this argument is no longer available, and the singular part carries the physics.

**Q.** That handles the driving profile. Can the profile used to measure the current be changed as well?

**A.** Yes, by current conservation in the steady state. Multiply the equation for \(\delta\rho\) by a compact \(\chi\) and take the trace:

\[
\eta\,{\rm Tr}(\chi\,\delta\rho)
=-i\,{\rm Tr}(\chi[H,\delta\rho])-i\,{\rm Tr}(\chi[U,f]).
\]

The last trace equals \({\rm Tr}([\chi,U]f)=0\). In the first one, \({\rm Tr}(\chi[H,\delta\rho])={\rm Tr}([\chi,H]\delta\rho)\), so

\[
{\rm Tr}\bigl(i[H,\chi]\,\delta\rho\bigr)=\eta\,{\rm Tr}(\chi\,\delta\rho)\to0,
\]

because the density change in a bounded volume stays finite. Physically, charge no longer accumulates there.

Both gradients can now be contracted onto lead cross-sections. Each contributes a minus sign through \(\nabla\theta=-\boldsymbol\nu\delta_S\), and

\[
G_{mn}=\int_{S_m}\!dS\int_{S_n}\!dS'\;
\boldsymbol\nu_m\cdot\sigma(\mathbf r,\mathbf r')\cdot\boldsymbol\nu_n .
\]

This is the conversion from volume to surface. When \(m=n\), the two surfaces may be different cross-sections of the same lead.

**Q.** Have you shown that \(\sigma\) itself has zero divergence?

**A.** Not for the full kernel. I have shown that its contraction with a compact gradient on one side and a gradient on the other is zero. That is sufficient for the surface formula.

For the Kubo-Greenwood part the stronger statement holds. Its delta functions put both states at the same energy, and there

\[
\delta(\Delta)\,\bigl(i[H,\chi]\bigr)_{ab}=i\Delta\,\delta(\Delta)\,\chi_{ab}=0 .
\]

As \(\chi\) is arbitrary, \(\sigma^{\rm KG}\) is divergence-free in each argument. It follows that the Kubo-Greenwood part and the antisymmetric part can each be moved to the surfaces separately.

**Q.** Your argument worries me. In a finite closed sample every function is compact, even \(\theta_n\). Would it not prove that the conductance is zero?

**A.** It would, and for that system the conclusion is right. If \(\eta\to0\) is taken while the leads are finite, the electrons adjust to the slowly changed potential and no steady net current through a lead remains. A current can persist when electrons can leave through a lead without returning. That is why the leads must become infinite before \(\eta\to0\), and why the profiles \(\theta_n\), unlike \(\chi\), cannot be removed.

## From lead surfaces to transmission

**Q.** Restate what you carry over, so that I can check the rest without turning back.

**A.** The indicator \(\theta_n\) is 1 in lead \(n\) beyond a surface, and \(J_n=-i[H,\theta_n]\) is the particle current into the region. The Fermi function is \(f\), and \(\Delta=E_a-E_b\). The Kubo conductance does not depend on the interior shape of the potential. In surface form it is

\[
G_{mn}=i\sum_{ab}\frac{f_a-f_b}{\Delta(\Delta-i\eta)}
(J_m)_{ba}(J_n)_{ab},
\]

with infinite leads and \(\eta\to0\). Its Kubo-Greenwood part is

\[
G^{\rm KG}_{mn}=\pi\int dE\,(-f')\,
{\rm Tr}\bigl[J_m\delta(E-H)J_n\delta(E-H)\bigr].
\]

The rest is antisymmetric in \(m,n\).

**Q.** Where do transmission amplitudes enter?

**A.** Through the scattering states. Let \(x\) increase away from the region in each lead. An open transverse channel \(c\) has a real mode \(\chi_c\), wave number \(k_c>0\) and speed \(v_c\). The state \(\psi_a\), with one incoming wave in channel \(a\), has in lead \(m\) the form

\[
\psi_a=\sum_{c\in m}\frac{\chi_c}{\sqrt{v_c}}
\bigl(\delta_{ca}e^{-ik_cx}+S_{ca}e^{ik_cx}\bigr),
\]

plus waves that decay along the lead. The factor \(v_c^{-1/2}\) gives each incoming wave unit flux. Flux conservation makes \(S\) unitary. Let \(P_m\) select the \(N_m\) open channels of lead \(m\), and define

\[
T_{mn}=\sum_{c\in m,\;a\in n}|S_{ca}|^2 .
\]

This is transmission from \(n\) to \(m\). The diagonal entry \(T_{mm}\) is reflection.

**Q.** Derive the current matrix elements. Interference between incoming and outgoing waves could spoil them.

**A.** It cancels. For one channel, let two waves of equal energy have incoming amplitudes \(\alpha,\alpha'\) and outgoing amplitudes \(\beta,\beta'\). The outward current element \(\frac1{2i}(\varphi^*\partial_x\varphi'-\varphi'\partial_x\varphi^*)\) has the prefactor \(ik/(2iv)=\tfrac12\), because \(k=v\). It multiplies the difference of

\[
-\alpha^*\alpha'+\beta^*\beta'+\alpha^*\beta'e^{2ikx}-\beta^*\alpha'e^{-2ikx}
\]

and

\[
\alpha^*\alpha'-\beta^*\beta'+\alpha^*\beta'e^{2ikx}-\beta^*\alpha'e^{-2ikx}.
\]

The oscillating terms drop out, which leaves \(\beta^*\beta'-\alpha^*\alpha'\) outward. Reversing the sign for the inward current and summing over channels gives

\[
\langle\psi_a|J_m|\psi_b\rangle=(P_m-S^\dagger P_mS)_{ab}.
\]

At equal energies the current does not depend on the position of the cross-section. It can be evaluated far away, where decaying waves are absent.

On a grid with hopping \(-t\) and unit spacing, the outward bond current is \(-it(\varphi_j^*\varphi'_{j+1}-\varphi_{j+1}^*\varphi'_j)\). For an outgoing unit-flux wave it equals \(2t\sin k/v=1\), and the mixed terms cancel in the same way.

The Kubo conductance has been reduced to currents through lead surfaces, and the matrix elements of those currents between scattering states of equal energy have been expressed through the scattering matrix. It remains to normalize these states, to show how the double energy sum collapses to transmission probabilities, and to test the result on a grid.
